Why driving both spins of a parallel pair doubles the modulation frequency

Two electron spins near an interface of silicon and its oxide start out parallel. A microwave field with a rotating amplitude of 0.3 mT acts on them for 59.5 ns. If its frequency is 9700 MHz, the pair is then antiparallel with probability 0.979. If the frequency is 300 MHz, with the static field lowered to keep resonance, the probability after practically the same time is 0.009, although half-way through the pulse it stood at 0.500. The pair and the field amplitude are the same in both cases. What differs is the number of spins that respond: one at the high frequency, two at the low one.

Call the spins a and b. Each is a spin 1/2, u and d mean up and down along the static field B0, and ud means a up, b down. The antiparallel population P is the total probability of ud and du. The spins have no mutual coupling, and relaxation and loss of pairs are left out at first. The pair starts in uu, in dd, or in a mixture of these with no phase relation. In spin-dependent recombination such a start arises because antiparallel pairs recombine faster, so that parallel ones are left over.

Spin j has the Larmor angular frequency ω_j = g_j μB B0/ħ, where g_j is its g factor and μB the Bohr magneton. The applied field oscillates along x as 2B1 cos ωt, which is the sum of two fields of amplitude B1 rotating in opposite senses. With the Rabi angular frequency Ω_j = g_j μB B1/ħ, the Hamiltonian of one spin is

H_j/ħ = ω_j S_z + 2Ω_j cos(ωt) S_x.

The transformation U = exp(iωt S_z) leads to a frame that turns with the drive. It changes the phases of u and d but not their populations, so P may be computed there. The time dependence of U adds −ωS_z to the Hamiltonian, and S_x becomes S_x cos ωt − S_y sin ωt. Since 2cos²ωt = 1 + cos 2ωt and 2 sin ωt cos ωt = sin 2ωt, the result is

H_j′/ħ = (ω_j − ω)S_z + Ω_j S_x + Ω_j[S_x cos 2ωt − S_y sin 2ωt].

The bracket comes from the field that rotates the wrong way. It changes sign many times while the spin turns appreciably, provided Ω_j ≪ ω, and is dropped; this is the rotating-wave approximation. With the detuning Δ_j = ω_j − ω there remains

h_j = Δ_j S_z + Ω_j S_x.

For spin 1/2, S_z² = S_x² = 1/4 and S_zS_x + S_xS_z = 0. Hence h_j² = W_j²/4 with W_j² = Δ_j² + Ω_j². Even powers of h_j are therefore numbers, and the exponential series splits into a cosine and a sine:

exp(−i h_j t) = cos(W_j t/2) − (2i/W_j) h_j sin(W_j t/2).

A flip needs the matrix element of h_j between u and d, which is Ω_j/2 in either direction. The flip amplitude is −i(Ω_j/W_j) sin(W_j t/2), and the flip probability is

p_j = (Ω_j²/W_j²) sin²(W_j t/2).

Without coupling, the evolution operator of the pair is the product of those of the two spins. From uu, which is itself a product, the flips are statistically independent. The pair becomes antiparallel when one spin flips and the other does not:

P = p_a(1 − p_b) + p_b(1 − p_a) = p_a + p_b − 2p_a p_b.

It helps to define m_j = 1 − 2p_j, the mean of σ_z for a spin that started up. Multiplying out,

m_a m_b = 1 − 2p_a − 2p_b + 4p_a p_b = 1 − 2P,

so that

P = (1 − m_a m_b)/2.

A start in dd has the same flip probabilities and gives the same P, and so does any incoherent mixture of uu and dd.

Let a be driven on resonance and b not at all. Then m_b = 1 and m_a = 1 − 2 sin²(Ωt/2) = cos Ωt, hence

P = (1 − cos Ωt)/2.

The population oscillates at the Rabi frequency between 0 and 1. Now let both be on resonance with equal Ω. Both factors are cos Ωt, and with cos²Ωt = (1 + cos 2Ωt)/2,

P = (1 − cos²Ωt)/2 = (1 − cos 2Ωt)/4.

The population oscillates at twice the Rabi frequency, between 0 and 1/2. Neither spin turns faster than before. After half a Rabi period both spins have been inverted, and two inverted spins are parallel again, so the relative alignment has completed a cycle while each spin is half-way through its own. The maximum is 1/2 because at a quarter period each spin has an even chance of being found up or down, independently of the other, and half of the four equally likely outcomes are antiparallel.

If both are resonant but their Rabi frequencies differ, the product of cosines gives

P = 1/2 − (1/4) cos(Ω_a + Ω_b)t − (1/4) cos(Ω_a − Ω_b)t.

There is a line at the sum and one at the difference. When Ω_b goes to zero the two merge at Ω_a with joint amplitude 1/2. When Ω_b approaches Ω_a, the sum line goes to 2Ω and the difference line becomes a constant, which is why half of the modulation depth is lost.

The microwave field of a resonator is practically the same for two spins a few nm apart. The selection then comes from detuning. Put a on resonance and let b have the Larmor separation δ = ω_b − ω_a. Take both Rabi frequencies equal to Ω, and write f = Ω²/(Ω² + δ²) for the largest flip probability of b and W for √(Ω² + δ²). Then m_b = 1 − 2f sin²(Wt/2) = 1 − f + f cos Wt, and

P = 1/2 − (1/2)(1 − f) cos Ωt − (f/4)[cos(W + Ω)t + cos(W − Ω)t].

For δ ≫ Ω, f is small and the line at Ω carries nearly everything. For δ ≪ Ω, f tends to 1 and W to Ω; the line at Ω disappears, W + Ω becomes 2Ω, and W − Ω goes to zero. The modulation frequency does not slide from Ω up to 2Ω as the separation shrinks. The line at Ω stays in place and fades, while another grows and comes down to 2Ω from above. A third line, at W − Ω and of the same amplitude f/4, crosses 2Ω at δ = √8 Ω (amplitude 0.028) and Ω at δ = √3 Ω on its way to zero.

The separation is proportional to the static field, because it comes from a difference of g factors, whereas Ω depends on B1. One pair can therefore be taken from one limit to the other at fixed B1. In the example, spin a belongs to an oxide vacancy of the E′ type just inside the oxide, with g = 2.0005. Spin b belongs to a silicon dangling bond of the Pb type at a (111) interface, with the static field in the interface plane and g = 2.008. These are rough typical values, and sites with a nuclear spin of their own are excluded. That these two defects form a recombining pair is assumed for the sake of the example. For B1 = 0.3 mT the Rabi frequencies Ω_j/2π are 8.400 MHz for a and 8.431 MHz for b. They differ by 0.4 %, which within one Rabi period of 119 ns leads to a phase difference of 2π × 0.0315 MHz × 0.119 µs = 0.024 rad, small enough to call the driving equal.

At 9700 MHz the resonance of a lies at 346.43 mT. The separation is the carrier times the relative difference of g,

δ/2π = 9700 MHz × 0.0075/2.0005 = 36.37 MHz,

and the largest flip probability of b is

f = 8.431²/(8.431² + 36.37²) = 0.051.

At 300 MHz the carrier is placed midway between the two resonances, at 10.69 mT. The separation is now 300 MHz × 0.0075/2.00425 = 1.12 MHz, so each spin is detuned by 0.56 MHz, far less than its Rabi frequency.

For these settings the Schrödinger equation of the pair was solved numerically with the full oscillating field, without the rotating-wave approximation, in 200 short steps of constant Hamiltonian per carrier cycle. The antiparallel population at three times is:

9700 MHz: 0.500 at 1/4 Rabi period, 0.979 at 1/2, 0.049 at 1.
300 MHz: 0.500 at 1/4 Rabi period, 0.009 at 1/2, 0.001 at 1.

The departures from the ideal values can be traced. At 9700 MHz and half a period, a is fully inverted, m_a = −1, and P = (1 + m_b)/2 = 1 − p_b. With W/2π = √(8.431² + 36.37²) = 37.33 MHz and t = 59.5 ns, p_b = 0.051 × sin²(π × 37.33 × 0.0595) = 0.021, which leaves 0.979. This value depends on the phase of b's fast oscillation and so on the rough g of b: g = 2.0086 gives 0.961 at half a period and 0.018 at one period, g = 2.0075 gives 0.996 and 0.014. What is robust is that P at half a period lies between 1 − f and 1. At 300 MHz, half a period leaves each spin with a probability of about (0.56/8.4)² = 0.0044 of not being inverted, and two such chances add to 0.009.

The Fourier amplitude at nΩ is taken as the modulus of twice the mean of P exp(−inΩt) over two Rabi periods. At 9700 MHz it is 0.474 at Ω and 0.001 at 2Ω; the formula with f predicts (1 − 0.051)/2 = 0.474 for the first. At 300 MHz it is 0.006 at Ω and 0.248 at 2Ω, against the ideal 0 and 1/4. Most of the small remainder at Ω comes from the detunings. With x = Δ²/W² for each spin, m = x + (1 − x) cos Wt, and to first order the product m_a m_b contains (x_a + x_b) cos Ωt = 0.009 cos Ωt, half of which enters P.

The counter-rotating field matters more at the lower carrier. Its part along x adds to the turning angle of each spin the integral of Ω cos 2ωt, which is (Ω/2ω) sin 2ωt and reaches 8.4/600 = 0.014 rad. Since P = (1/2) sin²θ for equal turning angles θ, its slope is (1/2) sin 2θ, at most 1/2, and the change in P is about 0.007. The largest difference between the full solution and the rotating-wave formula is 0.007 at 300 MHz and 0.0003 at 9700 MHz once the time step is converged. With 200 steps per cycle the step error adds about 0.0002 to each. These values hold for a field that starts as cos ωt; for other starting phases the added angle can be twice as large, and the differences reach 0.014 and 0.0004.

The starting state needs more care than the word parallel suggests. Suppose the pair begins in the coherent superposition α uu + β dd. Let operators evolve instead of states. Under resonant driving with h = Ωσ_x/2, the commutators give dσ_z/dt = Ωσ_y and dσ_y/dt = −Ωσ_z, so

σ_z(t) = σ_z cos Ωt + σ_y sin Ωt.

The antiparallel population is half of one minus the mean of σ_za σ_zb. When both are driven, this product evolves into

cos²Ωt σ_za σ_zb + sin²Ωt σ_ya σ_yb + sin Ωt cos Ωt (σ_za σ_yb + σ_ya σ_zb).

In the initial state the first operator product has mean 1. The terms in the last bracket flip one spin, which leads out of the space of uu and dd, so their mean is zero. Call the mean of the second product Y. Then

P = (1 − cos²Ωt − Y sin²Ωt)/2 = (1 − Y)(1 − cos 2Ωt)/4.

The frequency is unchanged, but the amplitude depends on the phase between uu and dd. From σ_y u = i d and σ_y d = −i u it follows that σ_ya σ_yb turns uu into −dd and dd into −uu, so Y = −2 Re(α*β). For β = −α, Y = 1 and the modulation vanishes. That state is annihilated by the total S_x, because uu and dd are both sent to the same combination of ud and du and the two contributions cancel; the equal drive therefore does nothing to it. When a alone is driven, the product is σ_za σ_zb cos Ωt + σ_ya σ_zb sin Ωt, the second term has zero mean, and the phase is irrelevant. This holds for b strictly undriven; in the 9700 MHz example, where b is only detuned, the phase changes P by up to about 0.2 within a Rabi period, though not at half a period. For pairs formed at random times the phase, which runs at the sum of the Larmor frequencies, averages out, and Y = 0 returns the earlier result.

A second departure is a share q of pairs that start antiparallel, as ud or du with no phase relation between the two. For them the product of the σ_z values begins at −1, so their antiparallel population is (1 + m_a m_b)/2. Weighting both kinds,

P = [1 − (1 − 2q) m_a m_b]/2.

The frequencies remain and the modulation shrinks by the factor 1 − 2q, for example to 0.8 of its depth for q = 0.1. With equal numbers of both kinds there is no modulation. If the antiparallel share is instead the triplet (ud + du)/√2, which recombination tends to leave behind, the mean of σ_ya σ_yb is +1 for it and the doubled modulation shrinks by 1 − 3q, vanishing at q = 1/3; for a share in the singlet (ud − du)/√2 the factor is 1 − q. The thermal polarisation of a single spin, tanh(ħω/2kT), is 0.0008 at 9700 MHz and 300 K. A slight excess of one parallel state over the other does not alter P, so the signal does not rest on this small number.

Recombination is sensitive to the singlet (ud − du)/√2 rather than to P itself, and here the two ways of driving differ. If a alone is driven from uu, the antiparallel part is the state du, which is half singlet, so the singlet content follows P/2 during the pulse. If both are driven equally, the pair is rotated as a whole. A rotation cannot change the total spin, and uu belongs to the triplet, so the singlet content stays at zero while P rises to 1/2. The antiparallel part is then the triplet state T0 = (ud + du)/√2. These statements hold for ideal driving. In the example, within one Rabi period, the singlet content departs from P/2 by up to 0.06 at 9700 MHz and reaches 0.009 at 300 MHz.

What makes the modulation visible is the time after the pulse. The Larmor frequencies still differ by δ, the phase between ud and du advances as δt, and T0 acquires the singlet content (1 − cos δt)/2. If pairs survive with probability exp(−t/τ), the weighted average of cos δt is

(1/τ) ∫₀^∞ exp(−t/τ) cos δt dt = 1/(1 + δ²τ²),

and the mean singlet content after an equally driven pulse is

(P/2)[1 − 1/(1 + δ²τ²)].

For δτ ≫ 1 this is P/2, as for the singly driven pair, and the yield follows P in both cases. This takes one survival time for all pairs, so it holds when the extra loss of singlets is slow compared with δ. With τ = 10 µs, a rough value, and δ/2π = 1.12 MHz, δτ is about 70 and the second term in the bracket is 0.0002. If δτ were well below 1, with τ the lifetime of triplet pairs, then from a parallel start the doubled modulation would be present in P and nearly absent from the recombination. Recombination would not produce that start, however: T0 would live as long as uu and dd, and an even mixture of the three triplet states is unchanged by equal driving, so the modulation would be missing from P as well. Fast loss of singlets alone does not do this: with a singlet loss rate of 10δ and a spin-independent loss rate of 0.01δ, a pair in T0 still recombines through the singlet with probability 0.91.

Coupling was excluded from the start, but the doubled frequency does not prove its absence. An isotropic exchange J S_a·S_b depends on the total spin alone. It has one value for all triplet states, and equal driving keeps the pair among them, so it contributes a common phase and P is unchanged whatever J is, provided the Larmor frequencies are equal as well. With the separation of the 300 MHz example, J/ħ = Ω changes P by up to 0.08 within two Rabi periods. Single driving has no such protection. In a numerical solution with the drive on a alone, no detunings and J/ħ = 3Ω, P departs from (1 − cos Ωt)/2 by up to 0.48 within two Rabi periods; for the 9700 MHz example, where the field acts on both spins and b is detuned, the same J changes P by up to 0.84 from uu and 0.96 from dd.

The magnetic dipole coupling is not isotropic. For a separation r perpendicular to the static field its strength is μ0 g_a g_b μB²/(4πh r³), which is 0.24 MHz at 6 nm. Included in the rotating-frame calculation without the terms that change the total S_z, it alters P by at most 0.004 within one Rabi period at 9700 MHz and 0.0002 at 300 MHz. With the full oscillating field and the full dipole coupling the changes are 0.004 and 0.001, and 0.009 and 0.003 for r along the static field. It grows as 1/r³, and at 2 nm it would be 27 times larger, 6.5 MHz, comparable to the Rabi frequency; the formulas for uncoupled spins would then fail.

Exchange falls off by tunnelling, roughly as J/h = (1 eV/h) exp(−2κr) with κ = √(2mE)/ħ. A barrier E of 0.5 eV and a mass m of 0.3 electron masses, values suited to a path through silicon, give 0.01 MHz at 6 nm. This is uncertain by several orders of magnitude: 0.3 eV with a mass of 0.19 gives 100 MHz, 0.8 eV with a mass of 0.3 gives 2 × 10⁻⁵ MHz, and 0.5 nm of the path in oxide (3 eV, mass 0.5) gives about 10⁻⁴ MHz. The same estimate shows a tension between the chosen distance and lifetime. The exponential is about 5 × 10⁻¹¹, and with an assumed attempt rate of 10¹³ per second direct charge transfer would take milliseconds, not 10 µs. A lifetime of 10 µs needs an intermediate step or a closer pair, near 4.6 nm on this estimate (3.7 nm for the 0.8 eV barrier; 7.5 nm for the 0.3 eV barrier). The 0.3 eV barrier does not rescue the 6 nm pair: there it gives a lifetime of 0.24 µs, and its J/h of 100 MHz lowers P at half a period at 9700 MHz from 0.979 to 0.10 for an equal mixture of uu and dd (0.01 from uu and 0.19 from dd, exchanged if J changes sign). Exchange and transfer share one exponential, so at the distance that gives 10 µs J/h is about 2 MHz for any barrier, which shifts the resonance of a by half as much, 1 MHz, and costs about (1/8.4)², one or two per cent, of the singly driven maximum. Over two Rabi periods at 9700 MHz, J/h = 2.4 MHz moves P by up to 0.2 for a start in uu, 0.12 for dd and 0.06 for their equal mixture. Exchange also acts on the singlet content after an equally driven pulse. T0 and the singlet are then split by J/ħ and coupled by a matrix element δ/2. This is the single-spin problem above with J/ħ as detuning and δ as Rabi frequency, so the singlet content reached from T0 is at most δ²/[δ² + (J/ħ)²]. At 300 MHz that is 1.12²/(1.12² + 2²), about 0.2 instead of 1, and for pairs that all have this δ and one survival time the doubled modulation of the recombination would be weaker by the same factor. The random local fields considered next spread δ by about 3 MHz, and averaged over that spread the factor is 0.4 to 0.5. These factors reduce the rate at which T0 recombines. They reduce the yield equally only when singlet loss is small against a loss common to all pairs, and then hardly any excess of parallel pairs builds up. When parallel pairs live much longer, T0 has time to recombine. With J/h = 2.4 MHz, a singlet loss rate of 0.2 per µs and a common loss rate of 0.001 per µs, the doubled modulation of the yield is about 0.46 of the single one, against about 0.5 without exchange; for a common rate of 0.02 per µs it is about 0.2. These ratios take a purely parallel start and the 9700 MHz pair as the single case. If the pulse starts from the steady state that the same rates produce, in which long-lived T0 pairs are already present, they fall to about 0.42 and 0.12, counted per pair present. All of this leaves out spin-lattice relaxation, which turns parallel pairs into antiparallel ones and must be slow against the common loss. For the common rate of 0.001 per µs, a T1 of 1 ms for each spin lowers the singly driven modulation of the yield from 0.94 to 0.45 per pair and the ratio from 0.42 to 0.32; a T1 of 100 µs lowers them to 0.06 and 0.14.

In a real device the pairs do not all have the same Larmor and Rabi frequencies. Disorder spreads the g factors, and distant nuclei add random local fields. Rough standard deviations are 0.0005 and 0.03 mT for the oxide spin, 0.0008 and 0.10 mT for the dangling bond. Added in quadrature they correspond to 2.6 and 4.8 MHz at 9700 MHz, and to 0.8 and 2.8 MHz at 300 MHz. Averaging the formula for P over Gaussian distributions of these widths lowers the singly driven value at half a period from 0.979 to 0.896; the maximum itself, reached slightly earlier, falls from 0.988 to 0.902. The doubly driven value at a quarter period stays at 0.500, since near a quarter period m_a and m_b are both close to zero and P departs from 1/2 by half their product. The damage appears at half a period, where P should return to zero. There it is about the sum of the mean Δ²/Ω² of the two spins, (0.8² + 2.8² + 2 × 0.56²)/8.4² = 0.13, to leading order; the full average gives 0.11. In the Fourier amplitudes defined above, the averaged P at 300 MHz has 0.21 at 2Ω and 0.06 at Ω. A B1 of 0.3 mT is strong for continuous irradiation and belongs to pulsed work; with a B1 ten times weaker the dangling bond's spread would exceed the Rabi frequency, and the doubled oscillation would be largely lost.

An uneven B1 acts differently on the two oscillations. For a Gaussian relative spread s, the mean of cos nΩt is reduced by exp[−(nΩts)²/2], with n = 1 for one driven spin and n = 2 for two. With s = 5 %, a contrast of 0.952 is left after one Rabi period for n = 1 and 0.821 for n = 2. At equal time the exponent is four times larger for the doubled oscillation; after an equal number of its own cycles the damping is the same. Loss of pairs with a lifetime of 10 µs removes 1.2 % in one Rabi period, less than either kind of spread. Spin dephasing with a time T2 for each spin leaves, after one Rabi period, a contrast of 0.94 for n = 1 and 0.89 for n = 2 if T2 = 1 µs, and 0.99 for both if T2 = 10 µs; its weight against the spreads depends on the T2 of the defects at hand.

A measured doubling thus supports the conclusion that both spins are driven alike, if the Rabi frequency itself is known from B1 and g, both partners are spins 1/2, and the line scales in proportion to B1. A single spin detuned by √3Ω also gives a line at 2Ω, of amplitude 1/8, but its frequency √(Ω² + Δ²) is not proportional to B1; the central transition of a spin 3/2 with a large zero-field splitting nutates at 2Ω as well. Driven alike need not mean that each spin is on resonance: with J/h = 100 MHz and the carrier midway between the resonances, the 9700 MHz pair, each spin detuned by 18 MHz, gives an amplitude of 0.24 at 2Ω. The conclusion becomes more specific when the static field and the carrier are raised together at fixed B1, with the carrier kept on the resonance of one spin: for a weakly coupled pair with different g factors, the line at 2Ω should give way to one at Ω once the separation of the resonances exceeds the Rabi frequency.
